\section*{Axial level-crossing fields of the V2 silicon vacancy in 4H-SiC}

\section{Problem}

The V2 centre in 4H silicon carbide is a negatively charged silicon vacancy. Its electronic ground state is an orbital singlet with spin $S=3/2$, so it consists of four spin sublevels. Without a magnetic field these form two pairs separated by $2|D|$. A field $B$ along the crystal $c$ axis, taken as the $z$ axis, shifts the sublevels. Take $2D=70$ MHz and $g=2$. At which two nonzero field strengths do sublevels cross, and which sublevels meet there?

The spin Hamiltonian is
\begin{equation}
H=D\left[S_z^2-\tfrac13 S(S+1)\right]+g\mu_B B S_z .
\label{eq:H}
\end{equation}
It assumes a field exactly along $c$, no strain that breaks the axial symmetry, and no nuclear spins, and it keeps only the Zeeman term linear in the spin, leaving out the terms cubic in the spin operators that the trigonal symmetry of the centre also allows. The spin operators are dimensionless, and the plus sign with $g>0$ means that the Zeeman term, taken alone, rises with the spin projection $m$ when $B>0$. ``Ground-state levels'' means all four sublevels of the electronic ground state, not just the lowest one.

The algebra uses atomic units, in which $\mu_B=1/2$. The Zeeman energy per unit of $m$ is then
\begin{equation}
b=g\mu_B B=\tfrac12 gB .
\label{eq:b}
\end{equation}
For numbers, energies are divided by Planck's constant and given in MHz, and fields are given in mT. With $g=2$, a field of 1 mT corresponds to $b=27.99$ MHz. The splitting of 70 MHz is an energy of $2.9\times10^{-7}$ eV.

\section{First estimate by scaling}

The Hamiltonian contains two energies, $D$ and $b$. A crossing at nonzero field needs the Zeeman energy to make up for the zero-field splitting, so $b$ must be comparable with $2D$:
\begin{equation}
B\sim\frac{70\ \text{MHz}}{27.99\ \text{MHz/mT}}\approx 2.5\ \text{mT}.
\end{equation}

The number of crossings follows from the order of the levels. Let $D>0$ and $B>0$. In a very weak field the $m=\pm1/2$ pair lies below the $m=\pm3/2$ pair, and the order from the bottom is
\[
-\tfrac12,\quad +\tfrac12,\quad -\tfrac32,\quad +\tfrac32 .
\]
In a very strong field the Zeeman term decides, and the order is
\[
-\tfrac32,\quad -\tfrac12,\quad +\tfrac12,\quad +\tfrac32 .
\]
The level $m=-3/2$ has to pass below two others, while the order of the remaining three is unchanged. Since $H$ contains only $S_z$, each energy is a straight line in $B$, and two lines of different slope meet once. There are therefore two crossings at positive field. Scaling gives their common magnitude, a few mT, but not the factor that separates them.

\section{Exact solution}

\subsection{The four energies}

The states with definite $m$ are eigenstates of $H$. For $S=3/2$,
\begin{equation}
\tfrac13S(S+1)=\tfrac13\cdot\tfrac32\cdot\tfrac52=\tfrac54 ,
\qquad
E_m=D\left(m^2-\tfrac54\right)+bm .
\end{equation}
With $m^2=9/4$ for the outer levels and $m^2=1/4$ for the inner ones,
\begin{equation}
E_{\pm3/2}=D\pm\tfrac32 b,\qquad E_{\pm1/2}=-D\pm\tfrac12 b .
\label{eq:levels}
\end{equation}

\subsection{All crossings}

Four levels form six pairs, with the differences
\begin{align}
E_{3/2}-E_{-3/2}&=3b, & E_{1/2}-E_{-1/2}&=b,\\
E_{3/2}-E_{1/2}&=2D+b, & E_{3/2}-E_{-1/2}&=2D+2b,\\
E_{-3/2}-E_{1/2}&=2D-2b, & E_{-3/2}-E_{-1/2}&=2D-b .
\label{eq:pairs}
\end{align}
The first line vanishes at $b=0$, where the levels $\pm m$ are degenerate. The second line vanishes at $b=-2D$ and $b=-D$, the third at $b=D$ and $b=2D$. The nonzero crossing fields thus have two magnitudes, $|b|=|D|$ and $|b|=2|D|$. Reversing the field or the sign of $D$ changes which levels meet, but not these magnitudes.

For $D>0$ and $B>0$ the third line applies. Using $b=gB/2$,
\begin{align}
E_{-3/2}=E_{1/2}:&\quad b=D,\quad B_{\rm low}=\frac{D}{g\mu_B}=\frac{2D}{g},\\
E_{-3/2}=E_{-1/2}:&\quad b=2D,\quad B_{\rm high}=\frac{2D}{g\mu_B}=\frac{4D}{g}.
\end{align}
The last form in each line holds in atomic units. The numbers are
\begin{align}
B_{\rm low}&=\frac{35\ \text{MHz}}{27.99\ \text{MHz/mT}}=1.25\ \text{mT}\quad(12.5\ \text{G}),\\
B_{\rm high}&=\frac{70\ \text{MHz}}{27.99\ \text{MHz/mT}}=2.50\ \text{mT}\quad(25.0\ \text{G}).
\end{align}

Inserting the fields into Eq.~(\ref{eq:levels}) confirms the pairs. All energies are in MHz.
\begin{center}
\begin{tabular}{lrrrr}
$m$ & $+3/2$ & $+1/2$ & $-1/2$ & $-3/2$\\
$B=0$ & $35.0$ & $-35.0$ & $-35.0$ & $35.0$\\
$B_{\rm low}$ & $87.5$ & $-17.5$ & $-52.5$ & $-17.5$\\
$B_{\rm high}$ & $140.0$ & $0.0$ & $-70.0$ & $-70.0$
\end{tabular}
\end{center}
At the lower field the two middle levels meet, and $m=-1/2$ is still the lowest. At the upper field the lowest level changes from $m=-1/2$ to $m=-3/2$.

\section{Comparison of estimate and solution}

The scaling estimate of 2.5 mT coincides with the upper crossing and is twice the lower one. The reason lies in the slopes. Both crossings have to close the same zero-field gap $2D$. The energy difference between two levels changes with $b$ at a rate equal to the difference $\Delta m$ of their projections, so that
\begin{equation}
\Delta m\, g\mu_B B=2D,\qquad B=\frac{2D}{\Delta m\,g\mu_B}.
\end{equation}
The estimate tacitly set $\Delta m=1$, which is right for the pair $-3/2,-1/2$. For the pair $-3/2,+1/2$ one has $\Delta m=2$, and half the field suffices.

\section{When the crossings open}

A perturbation that couples two crossing levels turns the crossing into an avoided one. For two levels with separation $\Delta$ and real coupling $V$, the energies differ by $\sqrt{\Delta^2+4V^2}$, whose minimum is $2|V|$.

\subsection{A transverse field}

Let the field also have a component perpendicular to $c$, with Zeeman energy $b_\perp$, which adds $b_\perp S_x$ to $H$. Since $S_x=(S_++S_-)/2$ and
\begin{equation}
S_+|m\rangle=\sqrt{S(S+1)-m(m+1)}\,|m+1\rangle ,
\end{equation}
the elements needed are
\begin{equation}
\langle-\tfrac12|S_x|-\tfrac32\rangle=\tfrac12\sqrt{\tfrac{15}{4}-\tfrac34}=\tfrac{\sqrt3}{2},
\qquad
\langle\tfrac12|S_x|-\tfrac12\rangle=\tfrac12\sqrt{\tfrac{15}{4}+\tfrac14}=1 .
\end{equation}
At the upper crossing the two levels are coupled directly, $V=\sqrt3\,b_\perp/2$. To leading order in $b_\perp/D$ the gap is
\begin{equation}
\delta_{\rm high}=\sqrt3\,|b_\perp| .
\end{equation}
At the lower crossing $m$ must change by 2, which $S_x$ does in two steps through $m=-1/2$. That level lies below the crossing by $-17.5-(-52.5)=35$ MHz, which is $D$. Second-order perturbation theory gives
\begin{equation}
V=\frac{(\sqrt3\,b_\perp/2)(b_\perp)}{D},\qquad
\delta_{\rm low}=2V=\frac{\sqrt3\,b_\perp^2}{D}.
\end{equation}

A stray transverse field of 0.05 mT, roughly the strength of the Earth's field, has $b_\perp=1.40$ MHz. The formulas give
\begin{equation}
\delta_{\rm high}=1.732\times1.40=2.42\ \text{MHz},\qquad
\delta_{\rm low}=\frac{1.732\times1.40^2}{35}=0.097\ \text{MHz}.
\end{equation}
Diagonalizing the full four-level matrix gives the same values to these digits. A misalignment of $1^\circ$, with the axial component scanned through each crossing, gives gaps of 2.12 MHz and 0.0185 MHz. In this Hamiltonian the lower crossing is much less sensitive to small transverse fields because its gap is quadratic in $b_\perp$. The trigonal symmetry of the real centre also allows a Zeeman term that couples $-3/2$ and $+1/2$ directly, in proportion to the transverse field. Even a small term of this kind can dominate the gap at weak fields, so the values for the lower crossing describe the model and are not predictions for a real sample.

\subsection{Transverse strain}

Strain can add a term $E(S_x^2-S_y^2)=\tfrac12E(S_+^2+S_-^2)$, which changes $m$ by 2. From the ladder formula,
\begin{equation}
\langle\tfrac12|\tfrac12S_+^2|-\tfrac32\rangle=\tfrac12\cdot2\cdot\sqrt3=\sqrt3 ,
\end{equation}
so the lower crossing opens by $2\sqrt3\,|E|$. For a chosen $E=0.10$ MHz this is 0.35 MHz, more than the stray field produced there. The levels $-3/2$ and $-1/2$ are not connected by this term, and the upper crossing survives it. That protection belongs to this form of strain: a term in $S_xS_z+S_zS_x$ changes $m$ by 1 and would couple the upper pair.

\subsection{A neighbouring nuclear spin}

A $^{29}$Si nucleus has spin $I=1/2$. Model its coupling as isotropic, $A\,\mathbf S\cdot\mathbf I$, and neglect its own Zeeman energy. This coupling conserves $m+m_I$. The states $(m,m_I)=(-\tfrac32,+\tfrac12)$ and $(-\tfrac12,-\tfrac12)$ both have $m+m_I=-1$, and no other state does. Their diagonal energies are
\begin{equation}
D-\tfrac32b-\tfrac34A\qquad\text{and}\qquad -D-\tfrac12b+\tfrac14A ,
\end{equation}
with difference $2D-b-A$. The term $\tfrac12A(S_+I_-+S_-I_+)$ couples them with strength $\sqrt3A/2$. The smallest gap is therefore $\sqrt3|A|$, reached at $b=2D-A$. For $A=9$ MHz, a rough value for a silicon site in the next shell, the gap is 15.6 MHz and occurs at $61/27.99=2.18$ mT. Near the upper crossing, only this pair opens in the isotropic model. Levels with different $m+m_I$ still cross, at 2.02, 2.50 and 2.86 mT, so the single upper crossing becomes a group of crossings and one wide gap.

Near the lower crossing, the states from $m=-3/2$ have $m+m_I=-1$ or $-2$, and those from $m=+1/2$ have $1$ or $0$. None of these values coincide, so the isotropic coupling shifts the lower crossings without opening them. Diagonalization places them between 1.14 and 1.38 mT. An anisotropic part of the coupling, left out here, can break the conservation of $m+m_I$ and open the remaining crossings near both fields.

\section{The numbers beside the real centre}

A splitting near 70 MHz and a $g$ factor near 2 are typical of V2, so the example lies in the regime of the real defect. Replacing $g=2$ by the free-electron value 2.0023 lowers the two fields by about 0.001 and 0.003 mT. An error of 1 MHz in $2D$ matters more, moving them by 0.018 and 0.036 mT. An uncompensated axial stray field of 0.05 mT shifts both required applied fields by that amount.

Of the effects sized here, nuclear spins disturb the simple picture most. With rough natural abundances of 4.7\,\% for $^{29}$Si and 1.1\,\% for $^{13}$C, the probability that the 4 nearest carbon sites and the 12 next silicon sites hold no magnetic nucleus is
\begin{equation}
(1-0.047)^{12}(1-0.011)^4=0.54 .
\end{equation}
About half of the centres are free of these particular couplings, though not of weaker ones from more distant nuclei. For them the values 1.25 and 2.50 mT are a good guide if the field is well aligned, both the strain and the remaining hyperfine couplings are small, and the Zeeman terms cubic in the spin are small too. Such terms are allowed even for a field exactly along $c$. They do not open the crossings but move them: a term $g_2\mu_B B\,S_z(S_z^2-\tfrac54)$ gives $B_{\rm low}=2D/[(2g+g_2)\mu_B]$ and $B_{\rm high}=2D/[(g+2g_2)\mu_B]$, so a chosen $g_2=0.02$ puts the crossings at 1.244 and 2.452 mT.

Temperature enters through the populations. At 300 K the ratio $2D/k_BT$, with $2D$ taken as an energy, is $1.1\times10^{-5}$, so in thermal equilibrium the four sublevels are almost equally filled. The levels still cross, but a signal that relies on population differences is then weak, unless larger differences are created by other means, such as optical pumping. Further digits are given in the numerical output.

\section*{Computed values}
\begin{verbatim}
Zero-field splitting 2D: 70.0 MHz
2D converted: 2.895e-07 eV
D: 35.0 MHz
g factor: 2.0
Zeeman frequency per field, g muB/h: 27.9925 MHz/mT
Lower crossing (-3/2 with +1/2): 1.2503 mT = 12.50 G
Upper crossing (-3/2 with -1/2): 2.5007 mT = 25.01 G
Lower crossing by diagonalization: 1.2503 mT
Upper crossing by diagonalization: 2.5007 mT
Energies for m = +3/2, +1/2, -1/2, -3/2 (MHz):
  zero field: 35.0, -35.0, -35.0, 35.0
  lower crossing: 87.5, -17.5, -52.5, -17.5
  upper crossing: 140.0, 0.0, -70.0, -70.0
Neglected effects:
Stray transverse field (rough, Earth): 0.05 mT
  its Zeeman frequency: 1.400 MHz
  gap at lower crossing: 0.097 MHz
  gap at upper crossing: 2.42 MHz
Misalignment: 1.0 degree
  gap at lower crossing: 0.0185 MHz
  gap at upper crossing: 2.12 MHz
Strain coefficient E (chosen): 0.10 MHz
  gap at lower crossing: 0.346 MHz
29Si hyperfine coupling A (rough): 9.0 MHz
  avoided crossing of closed pair at: 2.179 mT
  gap of closed pair: 15.59 MHz
  lower crossings spread from 1.14 to 1.38 mT
Abundances (rough): 29Si 4.7 %, 13C 1.1 %
Centres with no such nucleus in 12 Si + 4 C sites: 54 %
Free-electron g: 2.00232
  shift of lower crossing: -0.0014 mT
  shift of upper crossing: -0.0029 mT
Shift for +1 MHz in 2D, lower: 0.0179 mT
Shift for +1 MHz in 2D, upper: 0.0357 mT
Ratio 2D/(kT) at 300 K: 1.12e-05
\end{verbatim}
